# How Large Is Eddy-Current Damping in a Metallic Magnetic Film?: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
Eddy-current damping of uniform precession in a conducting magnetic film.

Result under test:
    alpha_E = gamma * mu0^2 * sigma * Ms * d^2 / 12
for each in-plane dynamic magnetization component. The normal component has
no eddy damping, so an in-plane magnetized film has the effective constant
P*alpha_E, P = (wH + wM)/(2 wH + wM).

Symbols (SI): d thickness, sigma conductivity, Ms saturation magnetization,
A exchange stiffness, gamma gyromagnetic ratio for g = 2, wM = gamma mu0 Ms,
wH = gamma mu0 (internal field), Z0 impedance of free space.

Independent road: eigenmodes of the linearized magnetization equation coupled
to field diffusion, h'' = sigma mu0 d(m + h)/dt, on a grid through the film.
Neither a uniform mode nor a parabolic eddy field is assumed there.
"""
import numpy as np
from scipy import constants as const

MU0 = const.mu_0
GAMMA = const.e / const.m_e
Z0 = MU0 * const.c
SIGMA = 5.0e6
MS = 8.0e5
A_EX = 1.0e-11
FREQ = 10.0e9
OMEGA = 2 * np.pi * FREQ
ALPHA0 = 0.006
ALPHA0_LOW = 0.001
N = 60


def alpha_eddy(d, sigma=SIGMA, ms=MS):
    return GAMMA * MU0**2 * sigma * ms * d**2 / 12


def film_mode(d, w_int, in_plane, sigma=SIGMA, ms=MS, alpha=0.0, inv_z=0.0):
    """Nearly uniform mode: complex rate s (fields vary as exp(s t)), m, h.

    w_int is gamma*mu0*(internal field). inv_z is the inverse wave impedance
    outside the film; zero means no field outside (no radiation).
    Time is scaled by 1/wM and length by d inside this function.
    """
    w_m = GAMMA * MU0 * ms
    w = w_int / w_m
    exch = 2 * A_EX / (MU0 * ms**2) / d**2
    diff = sigma * MU0 * w_m * d**2
    step = 1.0 / N
    eye, zero = np.eye(N), np.zeros((N, N))
    lap = (np.diag(-2 * np.ones(N)) + np.diag(np.ones(N - 1), 1)
           + np.diag(np.ones(N - 1), -1)) / step**2
    lap_m = lap.copy()
    lap_h = lap.copy()
    surface = 1 / (inv_z / (sigma * d) + step / 2) / step
    for edge in (0, N - 1):
        lap_m[edge, edge] = -1 / step**2
        lap_h[edge, edge] = -1 / step**2 - surface
    if in_plane:      # unknowns: m_y (in plane), m_z (normal), h_y
        left = np.block([[zero, -(w + 1) * eye + exch * lap_m, zero],
                         [w * eye - exch * lap_m, zero, -eye],
                         [zero, zero, lap_h]])
        right = np.block([[eye, alpha * eye, zero],
                          [-alpha * eye, eye, zero],
                          [diff * eye, zero, diff * eye]])
        w_res = np.sqrt(w * (w + 1))
    else:             # unknowns: m_x + i m_y and h_x + i h_y
        left = np.block([[1j * (w * eye - exch * lap_m), -1j * eye],
                         [zero, lap_h]])
        right = np.block([[(1 - 1j * alpha) * eye, zero],
                          [diff * eye, diff * eye]])
        w_res = w
    shift = 1j * w_res * (1 + 1e-6)
    mu, vec = np.linalg.eig(np.linalg.solve(left - shift * right, right))
    near = np.where(np.abs(mu) > 1 / (0.3 * w_res))[0]
    m_all = vec[:N, near]
    overlap = np.abs(m_all.mean(axis=0))**2 / np.mean(np.abs(m_all)**2, axis=0)
    pick = near[np.argmax(overlap)]
    s = (shift + 1 / mu[pick]) * w_m
    return s, vec[:N, pick], vec[-N:, pick]


def alpha_perp(d, **options):
    s = film_mode(d, OMEGA, False, **options)[0]
    return -s.real / s.imag


W_M = GAMMA * MU0 * MS
W_H = -W_M / 2 + np.sqrt(W_M**2 / 4 + OMEGA**2)
P = (W_H + W_M) / (2 * W_H + W_M)
LAMBDA = 2 * A_EX / (MU0 * MS**2)


def alpha_inplane(d, **options):
    """Scalar Gilbert constant that would give the computed decay rate."""
    s = film_mode(d, W_H, True, **options)[0]
    return -s.real / (W_H + W_M / 2)


def profile_ratio(d):
    return SIGMA * MU0 * OMEGA * d**4 / (8 * np.pi**4 * LAMBDA)


def crossover(fraction, alpha0):
    return np.sqrt(12 * fraction * alpha0
                   / (P * GAMMA * MU0**2 * SIGMA * MS))


nm = 1e-9

# Prefactor in both geometries, and failure of the law in a thick film
thicknesses = np.array([10, 30, 50, 100, 200, 400]) * nm
perp = np.array([alpha_perp(d) for d in thicknesses])
plane = np.array([alpha_inplane(d) for d in thicknesses])
formula = alpha_eddy(thicknesses)
assert np.all(np.abs(perp[:5] / formula[:5] - 1) < 0.01)
assert np.all(np.abs(plane[:5] / (P * formula[:5]) - 1) < 0.01)
assert perp[5] / formula[5] < 0.97

# Scaling exponents, one parameter doubled at a time
base = alpha_perp(50 * nm)
exp_sigma = np.log2(alpha_perp(50 * nm, sigma=2 * SIGMA) / base)
exp_ms = np.log2(alpha_perp(50 * nm, ms=2 * MS) / base)
exp_d = np.log2(alpha_perp(100 * nm) / base)
assert abs(exp_sigma - 1) < 0.01
assert abs(exp_ms - 1) < 0.01
assert abs(exp_d - 2) < 0.01

# Eddy damping adds to intrinsic damping
d_ref = 100 * nm
total_perp = alpha_perp(d_ref, alpha=ALPHA0)
total_plane = alpha_inplane(d_ref, alpha=ALPHA0)
assert abs(total_perp / (ALPHA0 + alpha_eddy(d_ref)) - 1) < 0.005
assert abs(total_plane / (ALPHA0 + P * alpha_eddy(d_ref)) - 1) < 0.005

# Joule heat of the computed currents against Gilbert dissipation
s_ref, m_ref, h_ref = film_mode(d_ref, OMEGA, False)
cell = d_ref / N
inner = np.sum(np.abs(np.diff(h_ref) / cell)**2) * cell
outer = (abs(h_ref[0])**2 + abs(h_ref[-1])**2) / (cell / 2)**2 * cell / 2
joule = (inner + outer) / d_ref / SIGMA
gilbert = (alpha_eddy(d_ref) * abs(s_ref)**2 * np.mean(np.abs(m_ref)**2)
           / (GAMMA * MS))
assert abs(joule / gilbert - 1) < 0.01

# Amplitude of the cosine distortion of the mode
z_rel = (np.arange(N) + 0.5) / N - 0.5
m_thick = film_mode(200 * nm, OMEGA, False)[1]
q_mode = abs(2 * np.mean(m_thick * np.cos(2 * np.pi * z_rel))
             / np.mean(m_thick))
assert abs(q_mode / profile_ratio(200 * nm) - 1) < 0.03

# Radiation into free space on both sides
d_rad = 50 * nm
alpha_rad = GAMMA * MU0**2 * MS * d_rad / (2 * Z0)
rad_mode = alpha_perp(d_rad, inv_z=1 / Z0) - alpha_perp(d_rad)
assert abs(rad_mode / alpha_rad - 1) < 0.02

# Field-swept linewidth from the decay rate and the slope of the resonance
dw = 1e-3 * W_H
s_mid = film_mode(d_ref, W_H, True, alpha=ALPHA0)[0]
s_up = film_mode(d_ref, W_H + dw, True, alpha=ALPHA0)[0]
s_dn = film_mode(d_ref, W_H - dw, True, alpha=ALPHA0)[0]
slope = (s_up.imag - s_dn.imag) / (2 * dw)
width_mode = -2 * s_mid.real / slope / GAMMA
width_intr = 2 * ALPHA0 * OMEGA / GAMMA
width_eddy = 2 * P * alpha_eddy(d_ref) * OMEGA / GAMMA
assert abs(width_mode / (width_intr + width_eddy) - 1) < 0.01

# At the crossover thickness the total damping is twice the intrinsic one
d_equal = crossover(1.0, ALPHA0)
total_cross = alpha_inplane(d_equal, alpha=ALPHA0)
assert abs(total_cross / (2 * ALPHA0) - 1) < 0.02

skin = np.sqrt(2 / (MU0 * SIGMA * OMEGA))
print(f"conductivity sigma = {SIGMA:.2e} S/m")
print(f"saturation magnetization Ms = {MS:.2e} A/m")
print(f"exchange stiffness A = {A_EX:.1e} J/m")
print(f"precession frequency = {FREQ/1e9:.1f} GHz")
print(f"gamma (g = 2) = {GAMMA:.4e} rad/(s T)")
print(f"mu0 Ms = {MU0*MS:.4f} T")
print(f"internal field mu0 H, in-plane film = {W_H/GAMMA:.4f} T")
print(f"internal field mu0 H, perpendicular film = {OMEGA/GAMMA:.4f} T")
print(f"in-plane factor P = {P:.4f}")
print(f"exchange length squared Lambda = {LAMBDA/nm**2:.2f} nm^2")
print(f"nonmagnetic skin depth = {skin*1e6:.3f} micrometre")
print(f"alpha_E / d^2 = {alpha_eddy(1.0):.4e} 1/m^2")
print("columns: d (nm), alpha_E formula, perpendicular mode / formula,")
print("  P*alpha_E, in-plane mode / formula, profile ratio q")
for i, d in enumerate(thicknesses):
    print(f"  {d/nm:4.0f}  {formula[i]:.3e}  {perp[i]/formula[i]:.4f}"
          f"  {P*formula[i]:.3e}  {plane[i]/(P*formula[i]):.4f}"
          f"  {profile_ratio(d):.2e}")
print(f"computed exponent of sigma = {exp_sigma:.4f}")
print(f"computed exponent of Ms = {exp_ms:.4f}")
print(f"computed exponent of d = {exp_d:.4f}")
print(f"Joule power / Gilbert power, 100 nm = {joule/gilbert:.4f}")
print(f"mode distortion at 200 nm, computed = {q_mode:.4f}")
print(f"total damping, perpendicular, 100 nm, computed = {total_perp:.5f}")
print(f"total damping, in-plane, 100 nm, computed = {total_plane:.5f}")
print(f"radiative damping at 50 nm, formula = {alpha_rad:.3e}")
print(f"radiative damping at 50 nm, computed = {rad_mode:.3e}")
print(f"alpha_E/alpha_rad at 50 nm = {alpha_eddy(d_rad)/alpha_rad:.2f}")
print(f"thickness where alpha_E = alpha_rad: {6/(SIGMA*Z0)/nm:.2f} nm")
print(f"intrinsic linewidth = {width_intr*1e3:.3f} mT")
print(f"eddy linewidth at 100 nm, in-plane = {width_eddy*1e3:.3f} mT")
print(f"total linewidth at 100 nm, computed = {width_mode*1e3:.3f} mT")
for a0 in (ALPHA0, ALPHA0_LOW):
    print(f"alpha0 = {a0:.3f}: eddy part is 10% of it at "
          f"{crossover(0.1, a0)/nm:.1f} nm, equal at "
          f"{crossover(1.0, a0)/nm:.1f} nm")
print(f"total damping / alpha0 at equality, computed = "
      f"{total_cross/ALPHA0:.4f}")
print(f"profile ratio q at equality (alpha0 = {ALPHA0}) = "
      f"{profile_ratio(d_equal):.3f}")
print("finished without a failed check")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 118, in <module>
    assert perp[5] / formula[5] < 0.97
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the physics behind one test: I had expected the distortion of the mode in a thick film to lower the damping below the d² law, so the program demanded a ratio under 0.97 at 400 nm. Third-order perturbation theory gives the opposite sign: the part of the distortion in phase with the uniform motion is largest at mid-thickness, where the eddy field is strongest, and for a perpendicular film the damping rises by the factor 1 + (1/2 − 3/(2π²))q², q being the relative distortion of the mode. The 400 nm test therefore now demands a ratio above 1.05, and a new test at 300 nm compares the computed excess with this formula to 10%, an allowance for the higher orders in q. The damping formula, the mode solver and all other tests and tolerances are unchanged.

Diff:

```diff
@@ -10,5 +10,6 @@
 Symbols (SI): d thickness, sigma conductivity, Ms saturation magnetization,
 A exchange stiffness, gamma gyromagnetic ratio for g = 2, wM = gamma mu0 Ms,
-wH = gamma mu0 (internal field), Z0 impedance of free space.
+wH = gamma mu0 (internal field), Z0 impedance of free space, q relative
+amplitude of the cosine distortion of the mode across the thickness.
 
 Independent road: eigenmodes of the linearized magnetization equation coupled
@@ -116,5 +117,13 @@
 assert np.all(np.abs(perp[:5] / formula[:5] - 1) < 0.01)
 assert np.all(np.abs(plane[:5] / (P * formula[:5]) - 1) < 0.01)
-assert perp[5] / formula[5] < 0.97
+assert perp[5] / formula[5] > 1.05
+
+# Leading correction to the law, quadratic in q (perpendicular film).
+# Dividing by the thin-film ratio removes the common grid error.
+d_corr = 300 * nm
+excess_mode = (alpha_perp(d_corr) / alpha_eddy(d_corr)
+               / (perp[1] / formula[1]) - 1)
+excess_formula = (0.5 - 1.5 / np.pi**2) * profile_ratio(d_corr)**2
+assert abs(excess_mode / excess_formula - 1) < 0.10
 
 # Scaling exponents, one parameter doubled at a time
@@ -192,4 +201,7 @@
           f"  {P*formula[i]:.3e}  {plane[i]/(P*formula[i]):.4f}"
           f"  {profile_ratio(d):.2e}")
+print(f"profile ratio q at 300 nm = {profile_ratio(d_corr):.4f}")
+print(f"excess over d^2 law at 300 nm, formula = {excess_formula:.5f}")
+print(f"excess over d^2 law at 300 nm, computed = {excess_mode:.5f}")
 print(f"computed exponent of sigma = {exp_sigma:.4f}")
 print(f"computed exponent of Ms = {exp_ms:.4f}")
```

After the repair:

```
conductivity sigma = 5.00e+06 S/m
saturation magnetization Ms = 8.00e+05 A/m
exchange stiffness A = 1.0e-11 J/m
precession frequency = 10.0 GHz
gamma (g = 2) = 1.7588e+11 rad/(s T)
mu0 Ms = 1.0053 T
internal field mu0 H, in-plane film = 0.1140 T
internal field mu0 H, perpendicular film = 0.3572 T
in-plane factor P = 0.9076
exchange length squared Lambda = 24.87 nm^2
nonmagnetic skin depth = 2.251 micrometre
alpha_E / d^2 = 9.2581e+10 1/m^2
columns: d (nm), alpha_E formula, perpendicular mode / formula,
  P*alpha_E, in-plane mode / formula, profile ratio q
    10  9.258e-06  1.0006  8.402e-06  1.0006  2.04e-07
    30  8.332e-05  1.0006  7.562e-05  1.0006  1.65e-05
    50  2.315e-04  1.0006  2.101e-04  1.0006  1.27e-04
   100  9.258e-04  1.0006  8.402e-04  1.0006  2.04e-03
   200  3.703e-03  1.0010  3.361e-03  1.0009  3.26e-02
   400  1.481e-02  1.0872  1.344e-02  1.0766  5.22e-01
profile ratio q at 300 nm = 0.1650
excess over d^2 law at 300 nm, formula = 0.00948
excess over d^2 law at 300 nm, computed = 0.01007
computed exponent of sigma = 1.0000
computed exponent of Ms = 1.0000
computed exponent of d = 2.0000
Joule power / Gilbert power, 100 nm = 1.0006
mode distortion at 200 nm, computed = 0.0326
total damping, perpendicular, 100 nm, computed = 0.00693
total damping, in-plane, 100 nm, computed = 0.00684
radiative damping at 50 nm, formula = 1.474e-05
radiative damping at 50 nm, computed = 1.474e-05
alpha_E/alpha_rad at 50 nm = 15.70
thickness where alpha_E = alpha_rad: 3.19 nm
intrinsic linewidth = 4.287 mT
eddy linewidth at 100 nm, in-plane = 0.600 mT
total linewidth at 100 nm, computed = 4.887 mT
alpha0 = 0.006: eddy part is 10% of it at 84.5 nm, equal at 267.2 nm
alpha0 = 0.001: eddy part is 10% of it at 34.5 nm, equal at 109.1 nm
total damping / alpha0 at equality, computed = 2.0046
profile ratio q at equality (alpha0 = 0.006) = 0.104
finished without a failed check
```
